# Volmer and Langmuir isotherms: mobile and localised adsorption at high coverage, part 2

A flat surface of area $A$ holds $N$ adsorbed molecules of mass $m$, in equilibrium with an ideal gas of the same molecules at pressure $p$ and temperature $T$. We compare how coverage depends on pressure for mobile molecules, whose centres may lie anywhere (Volmer), and localised ones, which occupy discrete sites (Langmuir). Energies are in eV, lengths in nm, and pressures in Torr or Pa.

The surface density is $\rho=N/A$, the constant excluded area per molecule is $b$, the coverage is $\theta=b\rho$, and $x=\theta/(1-\theta)$. The vacancy is $1-\theta$. The reduced pressure is $y=p/p_0$, with $p_0=k_BTe^{-\varepsilon/k_BT}/(\Lambda bq_z)$. Here $k_B$ is Boltzmann's constant, $\varepsilon$ the well depth, $\Lambda=h/\sqrt{2\pi mk_BT}$ the thermal wavelength, and $q_z$ the partition function of normal vibration at angular frequency $\omega$. With site area $b$ and equal dilute uptake,

$$y=xe^x\ \ \text{(Volmer)},\qquad y=x\ \ \text{(Langmuir)}. \tag{10}$$

The Lambert function $W\ge0$ satisfies $W(y)e^{W(y)}=y$, so Volmer gives $x=W(y)$.

The Volmer law sets the configuration integral $Z_N$, taken over all non-overlapping positions, equal to $(A-Nb)^N$. This is derived for rods on a line and assumed for disks of diameter $d$. Matching the dilute limit of disks gives

$$b=\frac{\pi d^2}{2}. \tag{2}$$

The spreading pressure $\Pi$ and chemical potential $\mu$ are

$$\Pi=-\left(\frac{\partial F}{\partial A}\right)_{N,T}=\frac{Nk_BT}{A-Nb}=\frac{k_BT}{b}\,x, \tag{4}$$

$$\frac{\mu}{k_BT}=\ln\frac{N\Lambda^2}{A-Nb}+\frac{Nb}{A-Nb}-\ln q_z-\frac{\varepsilon}{k_BT}
=\ln\frac{\Lambda^2x}{b}+x-\ln q_z-\frac{\varepsilon}{k_BT}, \tag{5}$$

where $F$ is the surface free energy. At fixed $T$, $d\mu=d\Pi/\rho=k_BT\,d\ln p$.

Rods that each cover $k$ consecutive sites of a line, with activity $z$, obey

$$kz=x\left(1+\frac{x}{k}\right)^{k-1}, \tag{11}$$

with $kz=y$. The case $k=1$ is Langmuir, and large $k$ at fixed $x$ gives Volmer.

The closing numerical list includes earlier checks: a transfer matrix for lattice rods, and sums over molecule number for continuous rods on a ring and for independent sites. The sums confirmed a number variance over mean of $(1-\theta)^2$ for Volmer and $1-\theta$ for Langmuir.

## Pressure near saturation

The Langmuir vacancy is

$$1-\theta=\frac{1}{1+y}\approx\frac1y .$$

For Volmer, $1-\theta=1/[1+W(y)]$. Taking the logarithm of $We^W=y$ gives $W=\ln y-\ln W$. At large $y$, replacing $W$ on the right by its leading value $\ln y$ yields

$$W(y)\approx\ln y-\ln\ln y,\qquad 1-\theta\approx\frac{1}{\ln y}\ \text{to leading order}. \tag{13}$$

At $y=10^{12}$ the two-logarithm estimate is 24.31 and the actual value is 24.44. The Volmer vacancy is then 3.9 %, whereas the Langmuir vacancy is $10^{-12}$.

To raise $\theta$ from 0.90 to 0.95, $x$ must go from 9 to 19. Langmuir requires the pressure to rise by $19/9=2.11$. Volmer requires $(19/9)e^{10}=4.65\times10^4$. In the localised layer a vacancy is a ready-made site and need only be found. In the mobile layer the free area is scattered among the molecules, and a gap of size $b$ must be opened against a spreading pressure that diverges.

Intermediate $k$ shows how the power law steepens. For $x\gg k$, (11) becomes $y\approx x^k/k^{k-1}$, so the vacancy falls as $y^{-1/k}$. At $\theta=0.9$ the reduced pressure is 9 for $k=1$, 49.5 for $k=2$, 553 for $k=5$ and $7.3\times10^4$ for continuous rods.

Repulsion between molecules on sites does not reproduce this singularity in mean field. If it adds $ck_BT\theta$ to the chemical potential, with constant $c>0$, then $y=xe^{c\theta}$. As $\theta\to1$ the exponential tends to the finite number $e^c$, and the vacancy still falls as $1/y$.

## Disks at low and moderate density

Expanding (4) in density gives the Volmer virial series

$$\frac{\Pi}{k_BT}=\frac{\rho}{1-b\rho}=\rho+b\rho^2+b^2\rho^3+\dots,$$

so $B_2=b$ and $B_3/B_2^2=1$. For disks, let $f=-1$ when two centres are closer than $d$ and $f=0$ otherwise. Define $I=\int f\,d^2r=-\pi d^2$ and $J=\iint f_{12}f_{13}f_{23}\,d^2r_2\,d^2r_3$. Expanding the logarithm of the grand partition function in an activity $\zeta$, normalised so that $\rho\approx\zeta$ when dilute, gives

$$\frac{\Pi}{k_BT}=\zeta+c_2\zeta^2+c_3\zeta^3+\dots,\qquad c_2=\frac I2,\quad c_3=\frac{I^2}{2}+\frac J6 .$$

The density is $\rho=\zeta\,d(\Pi/k_BT)/d\zeta=\zeta+2c_2\zeta^2+3c_3\zeta^3+\dots$. Inversion gives $\zeta=\rho-2c_2\rho^2+(8c_2^2-3c_3)\rho^3+\dots$. Substitution then yields

$$B_2=-c_2=\frac{\pi d^2}{2},\qquad B_3=4c_2^2-2c_3=-\frac J3 .$$

For two overlapping disks at separation $r$, the third centre must lie in the lens common to two circles of radius $d$. With $r=2d\cos\phi$ the lens area is $d^2(2\phi-\sin2\phi)$. Setting $u=2\phi$,

$$B_3=\frac{2\pi d^4}{3}\int_{2\pi/3}^{\pi}\sin u\,(u-\sin u)\,du
=\frac{2\pi d^4}{3}\left(\frac\pi2-\frac{3\sqrt3}{8}\right).$$

Division by $B_2^2=\pi^2d^4/4$ gives $B_3/B_2^2=4/3-\sqrt3/\pi=0.782$. With $b$ matched to the second coefficient, the Volmer law therefore overstates crowding already at the next order.

## Disks near close packing

Hexagonally packed disks need an area $a_0=(\sqrt3/2)d^2=0.866d^2$ each, whereas (2) gives $b=1.571d^2$. No constant $b$ serves both limits. The Volmer point $\theta=1$ with $b=\pi d^2/2$ is not a packing limit of disks.

For classical disks the true singularity follows from scaling. Let a defect-free crystal have spacing $d+\delta$ with $\delta\ll d$. To leading order the non-overlap conditions are linear in the displacements and contain $\delta$ as the only length. Scaling all $2N$ displacement coordinates with $\delta$ gives a configuration integral proportional to $\delta^{2N}$. The area per disk $a$ satisfies $a/a_0-1\approx2\delta/d$, hence

$$\frac{\Pi a}{k_BT}=a\,\frac{d}{da}\,2\ln(a-a_0)=\frac{2a}{a-a_0}\approx\frac{2}{a/a_0-1}. \tag{14}$$

A disk enclosed by six fixed neighbours, with a gap of $0.001d$, tested this coefficient: differentiation of its free area gave 2.003.

Let $\theta_{\rm cp}=a_0/a$. To leading order $\Pi a_0/k_BT\approx2/(1-\theta_{\rm cp})$. Since $d\mu=a\,d\Pi$ and $a\to a_0$, the leading part of $\ln p$ is also $2/(1-\theta_{\rm cp})$. The exponential singularity survives for disks, but with coefficient 2 instead of 1 and on a different coverage scale.

## Worked example: titanium tetrachloride

Take titanium tetrachloride held by weak forces on an unreactive, chlorine-terminated surface at 400 K. The rough model values are $d=0.60$ nm, $\varepsilon=0.60$ eV and $\hbar\omega=5$ meV. Then $k_BT=0.03447$ eV, $b=0.5655$ nm$^2$, $\Lambda=0.00634$ nm and $q_z=6.89$. In SI units $k_BT=5.523\times10^{-21}$ J, and

$$p_0=\frac{5.523\times10^{-21}}{(6.34\times10^{-12})(0.5655\times10^{-18})(6.89)}\,e^{-0.60/0.03447}\ \text{Pa}\approx6.17\ \text{Pa}=0.0462\ \text{Torr}.$$

At $\theta=0.5$, $x=1$. Langmuir gives 0.046 Torr and Volmer gives $0.0462\,e=0.126$ Torr. At $\theta=0.8$ the pressures are 0.185 and 10.1 Torr. At a fixed pressure of 1 Torr the coverages are 0.96 for Langmuir and 0.69 for Volmer.

## What the model leaves out

**True disk crowding.** Let $w$ be the chemical potential in excess of an ideal surface gas of equal density, in units of $k_BT$. From (5), Volmer gives $w=x-\ln(1-\theta)$. For hard disks $Z_{N+1}=Z_NAP$, where $P$ is the probability that a disk dropped at random fits, so $w=-\ln P$. Monte Carlo sampling of 36 disks in a periodic box estimated $P$.

It was tested against the Henderson equation of state, $\Pi/\rho k_BT=(1+\eta^2/8)/(1-\eta)^2$, with packing fraction $\eta=\pi d^2\rho/4=\theta/2$. To obtain $w$ from it, write $\Pi/\rho k_BT=1+g(\eta)$. Since $d\mu=d\Pi/\rho$ and $\mu/k_BT=\ln\rho+w$ plus a constant at fixed $T$, $dw=dg+g\,d\eta/\eta$. Here $g/\eta=(2-7\eta/8)/(1-\eta)^2$, and integration from zero density gives

$$w=g+\frac{9}{8}\,\frac{\eta}{1-\eta}-\frac78\ln(1-\eta).$$

At $\theta=0.5$ sampling gave 1.40 and Henderson 1.42; at $\theta=0.9$ they gave 3.79 and 3.83. Volmer gives 1.69 and 11.30.

The corresponding pressure correction is a factor 0.75 at $\theta=0.5$, but $5.4\times10^{-4}$ at $\theta=0.9$. There the Volmer pressure of 3370 Torr becomes about 1.8 Torr, compared with 0.42 Torr for Langmuir. These figures carry the size error of a box of 36 disks, which makes $w$ too low by about 0.02 at $\theta=0.5$ and 0.04 at $\theta=0.9$; for a large system the factors are 0.76 and $5.6\times10^{-4}$ and the pressure is 1.9 Torr. Most of the Volmer–Langmuir contrast at this density therefore comes, on a logarithmic scale, from the constant excluded area, not from mobility itself. The size of the remainder depends on the site area chosen for the comparison: the disk pressure exceeds the Langmuir pressure by a factor of about 4.5 for site area $b$, and by about 23 for the close-packed area $a_0$ at equal dilute uptake.

**Attraction.** Take a pair energy $-w_0(d/r)^6$ outside contact, with $w_0=0.035$ eV. It lowers the second virial coefficient by

$$\Delta B=\pi\int_d^\infty\left[e^{w_0(d/r)^6/k_BT}-1\right]r\,dr .$$

To first order in density, $\mu/k_BT$ falls by $2\rho\Delta B$. At $\theta=0.5$ this multiplies the pressure by 0.53. The correction is not small, so this is an estimate of size. Together with the disk factor of 0.75 it would lower the Volmer pressure at $\theta=0.5$ from 0.126 to about 0.05 Torr. The first-order formula understates the effect at this density: direct sampling of 36 disks with this attraction gives a factor of about 0.44 in place of 0.53, hence about 0.04 Torr, and at $\theta=0.9$ it lowers the hard-disk pressure to about 0.25 Torr. That this lies close to the Langmuir value of 0.046 Torr is a coincidence of the chosen pair energy.

The chosen $w_0$ is probably too small for titanium tetrachloride. In a close-packed crystal with neighbours at distance $d$, the sum over all pairs gives a binding energy of $7.23\,w_0=0.25$ eV per molecule. The heat of vaporisation used below, less $k_BT$ for the expansion of the vapour, requires 0.34 eV. A stronger attraction would lower the pressure further.

**Corrugation and normal motion.** A square corrugation with a barrier of 0.03 eV between neighbouring minima and zero mean raises dilute uptake by 10 %. The barrier is slightly below $k_BT$; a barrier of many $k_BT$ would call for a site model. Replacing the harmonic well by a Morse well of equal depth and curvature raises uptake by 3 %. At low and moderate coverage classical lateral positions are adequate, because $\Lambda=0.006$ nm is much smaller than the gaps between molecules. Even at $\theta=1$ a hexagonal arrangement leaves gaps of 0.2 nm. They become comparable with $\Lambda$, and the classical treatment fails, only near close packing, at $\theta\approx1.8$.

**Further layers.** A rough boiling point of 410 K and Trouton's rule, with a heat of vaporisation of 10.5 times the gas constant times the boiling temperature, give

$$p_{\rm sat}\approx760\,e^{-10.5(410/400-1)}\ \text{Torr}\approx585\ \text{Torr}.$$

The Volmer pressure at $\theta=0.9$ is 5.8 times this value, so bulk liquid would condense before the model reached that coverage. The hard-disk estimate of 1.8 Torr at the same density lies far below condensation. The apparent inaccessibility is thus a defect of the constant-$b$ law.

## The model beside a real precursor surface

Titanium tetrachloride is used to deposit titanium dioxide and titanium nitride, and precursor pressures of roughly 0.1 to 1 Torr are a reasonable scale for the example. On a hydroxylated oxide it reacts with surface groups and releases hydrogen chloride. That breaks the assumption of reversible, mobile adsorption, and neither isotherm above then gives the retained amount. The model concerns the weakly held layer on a surface whose reactive groups are absent or already consumed. Surface defects, which can bind more strongly, are also left out. So is any hindrance of the molecule's rotation by the surface, which would lower the uptake for a given well depth at the most favourable orientation.

The well depth is an assumed value and strongly affects the absolute pressure: a change of 0.05 eV changes $p_0$ by $e^{0.05/0.03447}\approx4$. At $\theta=0.5$ this exceeds each of the separate corrections for disk shape and attraction as estimated above. At $\theta=0.9$ the disk correction is far larger. The assumed 0.60 eV is deep for weak forces: it exceeds the heat of vaporisation used above, 0.37 eV, and its uncertainty is larger than 0.05 eV. With 0.40 eV, $p_0$ would be 15 Torr and the Volmer coverage at 1 Torr only 0.06. For this example the Volmer law should be used for pressures only at low coverage. At $\theta=0.1$ it is about 14 % too high by the attraction estimate, whose logarithm is proportional to $\theta$. At half coverage it is already about 3 times too high (2.5 times by the first-order estimates), and about 4 times with the stronger attraction $w_0=0.047$ eV that matches the heat of vaporisation. At higher coverage it should be replaced by an equation of state that includes both the disk shape and the attraction. Further values are listed in the numerical output.

## Numbers as computed

```
Temperature: 400 K; kT = 0.03447 eV
Molecular mass: 189.67 u
Diameter (rough): 0.60 nm
Well depth (rough): 0.60 eV
Normal vibration quantum (rough): 5.0 meV
Lateral barrier (rough): 0.030 eV
Pair attraction at contact (rough): 0.035 eV
Excluded area b: 0.5655 nm2
Close-packed area per disk: 0.3118 nm2
Density at theta = 1: 1.768 nm^-2
Close-packed density: 3.208 nm^-2
Thermal wavelength: 0.00634 nm
Normal partition function qz: 6.888
Pressure scale p0: 4.6248e-02 Torr = 6.166 Pa
theta 0.1: Volmer 5.7426e-03 Torr, Langmuir 5.1387e-03 Torr
theta 0.3: Volmer 3.0426e-02 Torr, Langmuir 1.9821e-02 Torr
theta 0.5: Volmer 1.2572e-01 Torr, Langmuir 4.6248e-02 Torr
theta 0.7: Volmer 1.1128e+00 Torr, Langmuir 1.0791e-01 Torr
theta 0.8: Volmer 1.0100e+01 Torr, Langmuir 1.8499e-01 Torr
theta 0.9: Volmer 3.3728e+03 Torr, Langmuir 4.1623e-01 Torr
p 0.01 Torr: p/p0 0.2162, theta Volmer 0.1529, Langmuir 0.1778
p 0.1 Torr: p/p0 2.162, theta Volmer 0.4706, Langmuir 0.6838
p 1 Torr: p/p0 21.62, theta Volmer 0.6931, Langmuir 0.9558
p 10 Torr: p/p0 216.2, theta Volmer 0.7997, Langmuir 0.9954
Pressure ratio, theta 0.90 to 0.95, Volmer: 4.6500e+04
Pressure ratio, theta 0.90 to 0.95, Langmuir: 2.111
p/p0 1e+03: vacancy Volmer 0.16001, Langmuir 9.990e-04
p/p0 1e+06: vacancy Volmer 0.08075, Langmuir 1.000e-06
p/p0 1e+12: vacancy Volmer 0.03932, Langmuir 1.000e-12
W(1e12): 24.4350; two-log estimate: 24.3121
Lattice rods k = 1: p/p0 at theta 0.9 = 9.0000e+00
Lattice rods k = 2: p/p0 at theta 0.9 = 4.9500e+01
Lattice rods k = 5: p/p0 at theta 0.9 = 5.5319e+02
Lattice rods k = 200: p/p0 at theta 0.9 = 5.7330e+04
Continuous rods at theta 0.9: p/p0 = 7.2928e+04
Transfer matrix k = 200, p/p0 = e: theta = 0.50094
Rod sum: theta = 0.75000, variance/mean = 0.06250
Site sum: theta = 0.75000, variance/mean = 0.25000
Hard disks B3/B2^2: 0.78200 (Volmer law: 1)
Close-packing coefficient of disks: 2.0032
Crowding work/kT at theta 0.5: Volmer 1.693, disks MC 1.401, Henderson 1.418
  pressure factor disks(MC)/Volmer: 7.466e-01
Crowding work/kT at theta 0.9: Volmer 11.303, disks MC 3.787, Henderson 3.833
  pressure factor disks(MC)/Volmer: 5.445e-04
Attraction, pressure factor at theta 0.5: 0.529
Corrugation, dilute uptake factor: 1.0981
Morse/harmonic dilute uptake factor: 1.0317
Thermal wavelength/diameter: 0.01056
Boiling point (rough): 410 K; Trouton ratio 10.5
Saturation pressure (rough): 585 Torr
Volmer p/p_sat at theta 0.5: 2.151e-04
Volmer p/p_sat at theta 0.8: 1.728e-02
Volmer p/p_sat at theta 0.9: 5.770e+00
```
